# Critical and stable island sizes in a closed growth reservoir

**The argument under comment**

The argument concerns a nanowire that grows one layer at a time beneath a small liquid droplet. It asks whether a layer can halt when it covers part of the facet, and it answers no, in three steps.

1. An island of finite size is in balance with the solution when the solution is supersaturated by just the amount that the island's curved edge requires.
2. At that size the free energy has a maximum, because the edge cost per added atom falls as the island grows.
3. A balanced island is therefore a critical nucleus. It must dissolve or run on to a full layer, and a halted layer needs an obstacle such as an impurity.

The first step is correct. The second holds under a condition that the argument does not state, and the droplet in question does not meet it. To find the condition, the free energy has to be written with the solution included.

**What is being counted**

Let the droplet and the growing layer together hold $N$ atoms of the scarce species, here group V. The group-III liquid is in excess, so its chemical potential is taken as constant. An island of $i$ III–V pairs leaves $N-i$ atoms dissolved. The temperature is fixed, the solution is dilute and ideal, and there is one compact island at a given place on the facet.

If each pair occupies an area $\Omega$, a circular island has radius $r=\sqrt{i\Omega/\pi}$ and perimeter $2\pi r=2\sqrt{\pi\Omega i}$. With an edge energy $\beta$ per length, its edge costs, in units of $kT$,

$$
g\sqrt i,\qquad g=\frac{2\sqrt{\pi\Omega}\,\beta}{kT}.
$$

All free energies below are in units of $kT$.

Let a dissolved atom contribute a factor $z$ to the partition function and a crystallized pair a factor $q$, which absorbs the constant group-III contribution. Dissolved atoms are indistinguishable, so the weight of a state with island size $i$ is

$$
Z_i=q^i e^{-g\sqrt i}\,\frac{z^{N-i}}{(N-i)!}.
$$

Without the edge factor, $Z_{i+1}/Z_i=(q/z)(N-i)$. This ratio is one when the number dissolved equals $z/q$. That number, called $N_e$, is the content of a solution in equilibrium with a straight step. Taking $F(i)=-\ln(Z_i/Z_0)$ gives

$$
F(i)=g\sqrt i+i\ln N_e-\ln\frac{N!}{(N-i)!}.
$$

For large numbers, $\ln m!\simeq m\ln m-m$. Hence

$$
\ln\frac{N!}{(N-i)!}\simeq N\ln N-(N-i)\ln(N-i)-i .
$$

Writing $N\ln N=i\ln N+(N-i)\ln N$ and defining the initial supersaturation ratio $S=N/N_e$, we obtain

$$
F(i)=g\sqrt i-i\ln S+\left[(N-i)\ln\frac{N-i}{N}+i\right].
$$

The first two terms are the usual edge cost and crystallization gain. The bracket is the cost of depletion. For $i\ll N$ it is approximately $i^2/(2N)$, which is why it can be ignored for a small nucleus and not for a large island.

**Where the second step is right**

Suppose that the solution is continually replenished, so that its content stays at $N$ whatever the island does. The depletion bracket is then absent, and the appropriate free energy, with the chemical potential held fixed, is

$$
F_{\rm open}(i)=g\sqrt i-i\ln S .
$$

Its derivatives are

$$
F'_{\rm open}=\frac{g}{2\sqrt i}-\ln S,\qquad
F''_{\rm open}=-\frac{g}{4i^{3/2}} .
$$

For $S>1$ there is one stationary size, $i^*=(g/2\ln S)^2$. The second derivative is negative at every $i>0$, so this size is a maximum. Inserting $\sqrt{i^*}=g/(2\ln S)$ gives the barrier

$$
F_{\rm open}(i^*)=\frac{g^2}{2\ln S}-\frac{g^2}{4\ln S}=\frac{g^2}{4\ln S}.
$$

For an open reservoir the argument is therefore correct within this model. Its unstated condition is that an added atom leaves the solution unchanged.

**Where it fails**

In a closed droplet, $N$ is fixed and the solution loses each atom that the island gains. Differentiating the depletion bracket gives $-\ln[(N-i)/N]-1+1$, and so

$$
F'(i)=\frac{g}{2\sqrt i}-\ln\frac{N-i}{N_e},\qquad
F''(i)=\frac{1}{N-i}-\frac{g}{4i^{3/2}} .
$$

The first derivative vanishes when the solution is supersaturated by the amount that the edge requires, as the first step of the argument says. The second derivative now contains two responses. When the island gains an atom, its larger radius lowers the supersaturation needed to hold it; this is the negative term. The same atom has left the solution and lowered the supersaturation available; this is the positive term. The argument kept the first response and omitted the second. If the available supersaturation falls faster than the required one, an island that grows by chance finds itself in too poor a solution and shrinks back.

To count the balanced sizes, solve $F'=0$ for $N$:

$$
N=Q(i),\qquad Q(i)=i+N_e\,e^{g/(2\sqrt i)} .
$$

The function $Q$ grows without bound both as $i\to0$ and as $i\to\infty$. Its derivative is

$$
Q'(i)=1-\frac{N_e g}{4i^{3/2}}\,e^{g/(2\sqrt i)},
$$

which vanishes when

$$
i^{3/2}e^{-g/(2\sqrt i)}=\frac{N_e g}{4}.
$$

Both factors on the left increase with $i$, and their product runs from zero to infinity. There is thus one solution, $i_f$, and $Q$ has a single minimum, $N_{\min}=Q(i_f)$. For $N<N_{\min}$ no island size is balanced. For $N>N_{\min}$ there are two, one on each side of $i_f$.

Their stability follows without further calculation. At a balanced size $N_ee^{g/(2\sqrt i)}=N-i$, so

$$
Q'(i)=1-\frac{(N-i)g}{4i^{3/2}}=(N-i)F''(i).
$$

Since $N-i>0$, the curvature has the sign of $Q'$. The smaller size lies where $Q$ falls and is a free-energy maximum: it is the critical nucleus. The larger size, $i_s$, lies where $Q$ rises and is a minimum. Both are finite and both satisfy the same balance condition, so the balance condition alone cannot tell them apart.

**How much supersaturation is needed**

A local minimum need not be the preferred state. At a balanced size the derivative of $F$ with respect to $i$ is zero, so along the stable branch only the explicit dependence on $N$ counts, at fixed $N_e$:

$$
\frac{dF(i_s)}{dN}=-\frac{i_s}{N}+\ln\frac{N-i_s}{N}+1-\frac{N-i_s}{N}
=\ln\frac{N-i_s}{N}<0 .
$$

At $N=N_{\min}$ we have $Q(i)\ge N$ for all $i$, which is the same as $F'(i)\ge0$. The free energy rises from $F(0)=0$, so the newly formed stationary state has $F>0$. As $N$ increases, $F(i_s)$ falls steadily and passes zero at a second threshold, $N_{\rm eq}$. Judged by the free energy of a single size, the large island is metastable between the thresholds and preferred to the solution without an island above $N_{\rm eq}$. Counting all the sizes around the minimum moves this change of preference to a slightly smaller $N$.

A leading-order estimate of the first threshold holds when $N_e$ is so large that $g/(2\sqrt{i_f})\ll1$. The condition for $i_f$ becomes $i_f\simeq(N_eg/4)^{2/3}$, and expanding the exponential in $Q$ to first order gives

$$
\frac{N_{\min}}{N_e}-1\simeq\frac{i_f}{N_e}+\frac{g}{2\sqrt{i_f}}
=(1+2)\left(\frac{g^2}{16N_e}\right)^{1/3}.
$$

At fixed $g$ and fixed equilibrium fraction, a larger droplet therefore needs a smaller relative excess, in proportion to $N_e^{-1/3}$.

The opposite end of the range recovers the open system. Let $N$ and $N_e$ grow together at fixed $S$. The small root tends to $i^*$, while on the large root the edge term vanishes and $(N-i_s)/N_e\to1$. Then $i_s/N\to1-1/S$, so the stable size grows in proportion to the reservoir and moves out to infinity. This is why it is absent from the open calculation.

**A droplet with numbers**

The named case is self-catalysed III–V nanowire growth. The following parameters are round and illustrative; they do not describe a particular compound, and the equilibrium fraction differs strongly between compounds. The initial content is chosen, not derived from a growth rate. The wire radius is $R=20$ nm, the temperature 900 K, and the droplet is a spherical cap with contact angle $\theta=120^\circ$. Its volume is

$$
V=\frac{\pi R^3(1-\cos\theta)^2(2+\cos\theta)}{3\sin^3\theta}\simeq43\,530\ {\rm nm^3}.
$$

At 50 atoms/nm³ it holds $2.177\times10^6$ atoms. An initial group-V fraction of 0.3 % gives $N=6530$, and an equilibrium fraction of 0.075 % gives $N_e=1632$, so $S=4.00$. With $\Omega=0.14$ nm², a full layer contains 8976 pairs. For $\beta=0.5$ eV/nm and $kT=0.07756$ eV,

$$
g=\frac{2\sqrt{\pi(0.14)}\,(0.5)}{0.07756}=8.55 .
$$

In the open limit,

$$
i^*=\left(\frac{8.551}{2\times1.3863}\right)^2=9.5,\qquad
\frac{g^2}{4\ln S}=\frac{73.12}{5.545}=13.2 ,
$$

a barrier of about 1.0 eV. Closing the droplet hardly changes this: factorial counting also gives 13.2 $kT$, since a ten-pair nucleus removes a negligible part of 6530 atoms. With so few pairs, the continuum edge makes both values estimates.

The second root is $i_s\simeq4794$ pairs, an island of radius 14.6 nm covering 53 % of the layer. It can be verified from the balance condition:

$$
N_e\,e^{g/(2\sqrt{i_s})}=1632.4\,e^{8.551/(2\times69.24)}
=1632.4\times1.0637=1736 ,
$$

which is $6530-4794$. The solution is still 6.4 % supersaturated relative to a straight step, and the curved edge balances this excess. The curvature is

$$
F''(i_s)=\frac1{1736.4}-\frac{8.551}{4(4793.6)^{3/2}}
=(5.759-0.064)\times10^{-4}=5.69\times10^{-4}.
$$

Depletion outweighs the edge term by a factor of about 90. Near the minimum the weight is proportional to $\exp[-F''(i-i_s)^2/2]$, so the standard deviation is $1/\sqrt{F''}\simeq42$ pairs. Summing the factorial weights over all sizes gives the same mean and spread to the digits quoted here.

The free energy at this size is

$$
F(i_s)=592-6645+(-2300+4794)\simeq-3560 .
$$

The terms are edge, crystallization and depletion, in that order. The island is therefore strongly preferred to the uniform solution. The thresholds lie well below the chosen supply: $N_{\min}\simeq2388$, or $S=1.46$, and $N_{\rm eq}\simeq2614$, or $S=1.60$. The leading-order estimate of the first is $1+3(73.12/(16\times1632))^{1/3}=1.42$. A solution with $S=1.3$ would be supersaturated and yet, in this droplet, could hold no balanced island.

A random walk shows the difference without using the stationary condition. At each event the island gains or loses one pair. The gain weight is $N-i$ for the closed droplet and $N$ for the open one; the loss weight is $N_e\exp[g(\sqrt i-\sqrt{i-1})]$ in both. Started at 38 pairs, well past the barrier, the closed island averaged 4797 pairs over the last 400,000 of 500,000 events. The open one filled the layer after 15,580 events. The parameters and starting size were the same; the constraint on the solution was the difference.

**From a halted island to a full layer**

The stable size is an equilibrium for the present value of $N$. If further atoms arrive slowly enough for the balance to be kept, it moves. Differentiating $N=Q(i_s)$ gives

$$
\frac{di_s}{dN}=\frac1{Q'(i_s)}
=\frac{1}{1-(N-i_s)g/(4i_s^{3/2})}
=\frac1{1-0.0112}=1.011 .
$$

The response slightly exceeds one because a larger island needs less supersaturation, so the solution gives up a little of its own content as well. The first part of the layer is filled from stock and the rest at the rate of supply.

The balanced size reaches the full layer when

$$
N=Q(8976)=8976+1632.4\,e^{8.551/(2\times94.74)}\simeq10\,680 ,
$$

which is about 4150 atoms more than at the start. At a growth rate of 1 nm/s and a layer height of 0.33 nm, atoms arrive at $8976/0.33\simeq27\,200$ per second, so the remainder takes about 0.15 s. A droplet that nucleated the layer with a group-V fraction above 0.49 % would have no halted state on the facet, and the layer would complete from stock. Both statements extend the circular edge to the rim. If an added pair cost no edge energy there, the required $N$ would be $8976+1632=10\,608$, lower by 0.7 %. If the rim itself carries no edge energy, the change is larger: the last gap shortens its edge as it fills, so the layer closes sooner. For an edge that meets such a rim at right angles, the halted state loses its local stability near $N=10\,130$, a fraction of 0.47 %; fluctuations can close the layer slightly earlier.

**What the stability does not cover**

The minimum was found for one island exchanging atoms with the solution. Two islands of sizes $i$ and $j$ must satisfy

$$
\frac{g}{2\sqrt i}=\ln\frac{N-i-j}{N_e}=\frac{g}{2\sqrt j},
$$

so a balanced pair has equal sizes, $i=j=k$. Put $b=g/(4k^{3/2})$ and $c=1/(N-2k)$. The second derivatives are $c-b$ for each island separately and $c$ for the mixed one. If both islands grow together, the curvature along that mode is $2c-b$. If one grows at the other's expense, the solution is unchanged, $c$ cancels, and the curvature is $-b<0$.

In the example, the larger equal pair has $k\simeq2374$. Each circle would have a radius of 10.3 nm, so two of them do not quite fit side by side on a facet of radius 20 nm; equal islands growing together would touch and merge first. The following numbers therefore describe a slightly wider facet with the same $N$ and $N_e$. The two curvatures are $1.10\times10^{-3}$ and $-1.85\times10^{-5}$. The pair resists depletion but not exchange between its members: it is a saddle, and it ripens. Replacing it by the single stable island lowers the free energy by about 245 $kT$. Most of this is edge energy, $8.551(2\times48.72-69.24)\simeq241\,kT$.

A newcomer beside the stable island fares differently. With $i_s$ held fixed, the slope of the free energy with respect to its size $j$ is $g/(2\sqrt j)-\ln[(N-i_s-j)/N_e]$. For $j<i_s$, the first term exceeds $g/(2\sqrt{i_s})=\ln[(N-i_s)/N_e]$, which is itself larger than the logarithm subtracted. The slope is positive and the newcomer dissolves. Here the solution holds 1736 atoms, fewer than $i_s$, so this covers every size it could reach.

**The model beside a real droplet**

The assumption that a real droplet breaks is closure, since atoms arrive and evaporate throughout. What matters is the net exchange while the first part of the layer fills. For a rough liquid diffusivity of $10^{-5}$ cm²/s, diffusion across 20 nm takes $0.4\ \mu$s, during which about 0.01 atom arrives. The diffusion time sets only the rough scale of the fastest filling, because attachment at the edge may be slower. Arrivals would reach 5 % of the stable size, some 240 atoms, if filling took about 9 ms; the stopping size would then rise by nearly the same number. Evaporation has not been calculated and would act in the opposite direction. At fixed $N_e$, and with $N$ well above $N_{\min}$, the stopping size follows the group-V content of the droplet almost atom for atom, so an error in that input passes directly into the result. An error in $N_e$ matters too: raising it by 10 % at fixed $N$ lowers the stopping size by about 176 pairs. At fixed $S$ the effect is the opposite: with an equilibrium fraction of 0.2 % and $S=4$, the layer would complete from stock.

The other omissions estimated here matter less for the stable size. Droplet shrinkage and non-ideal mixing, with a rough interaction of 0.3 eV, raise it by 7 pairs. The smaller choice of positions for a large island on the facet lowers it by about one. Crystallization at a rough 1 eV per pair would warm a thermally isolated droplet by about 9 K; with a rough heat diffusivity of 0.1 cm²/s, conduction to a heat sink 20 nm away would reduce the estimate to about $10^{-3}$ K. The heat must in fact leave along the wire, and for a length of 1 µm the warming is nearer 0.1 K, which is still small.

The edge energy separates the two sizes most clearly. The full circle used here is also only one possible shape. If the rim carries no edge energy, an island of 4794 pairs bounded by an arc that meets the rim at right angles has an edge cost of about 257 $kT$ instead of 592 $kT$, and the stable size becomes about 4906 pairs. For the circular island, the effect of the edge energy is as follows. Halving $\beta$ with all else fixed changes the stable size from 4794 to 4847 pairs, about 1 %, but cuts the critical size from 9.5 to 2.4 pairs and the open barrier from 13.2 to 3.3 $kT$. The freedom to nucleate anywhere on the facet is worth up to $\ln8976=9.1\,kT$ for a small nucleus. For a known droplet content at nucleation, the model is thus a much better guide to where a layer halts than to how often one starts. In a growing wire that content is itself set by nucleation and so depends on $\beta$. With half the edge energy, the same barrier of 13.2 $kT$ is reached already at $N\simeq2330$, and the layer then halts near 540 pairs. The content should therefore be measured or obtained from a nucleation model before the stopping size is predicted. For the original edge energy and growth at 1 nm/s, a rough nucleation estimate with attachment limited only by diffusion through the liquid puts the content near 3900 atoms and the halt near 24 % coverage; slower attachment raises both. This estimate assumes a circular nucleus free to form anywhere on the facet. If the rim carries no edge energy, nucleation there has a lower barrier, and the same estimate gives roughly 2800 atoms and a halt near 12 % coverage.

**Correction required**

The second and third steps should be restricted to a reservoir whose chemical potential stays fixed as the island grows. For a closed droplet, the sign of $1/(N-i)-g/(4i^{3/2})$ must be evaluated at the balanced size. With the parameters above it is positive at 53 % coverage, so a halted layer is no evidence of an impurity. To distinguish the two explanations, the supply could be changed: a depletion-limited island should, with $N$ well above $N_{\min}$ and well before the layer is full, advance by about one pair for each atom added, whereas a pinned edge should let the solution grow richer. The numerical output below gives the remaining digits.

## Values computed for the example and the checks

```
Temperature 900 K; kT = 0.07756 eV
Wire radius 20 nm; contact angle 120 deg
Liquid density 50 atoms/nm^3
Pair area 0.14 nm^2; layer height 0.33 nm
Edge energy 0.5 eV/nm; coefficient g = 8.551
Droplet volume 43531 nm^3; atoms 2.1766e+06
Group-V fraction: start 0.300 %, eq 0.075 %
Group-V atoms: N = 6530, Ne = 1632.4
Initial supersaturation ratio S = 4.000; ln S = 1.3863
Full layer: 8976 pairs
Open reservoir: critical size 9.51 pairs
Open reservoir: barrier 13.19 kT
Closed: critical size 9.53 pairs
Closed: barrier by counting 13.18 kT = 1.023 eV
Closed: stable size 4793.6 pairs
Stable island radius 14.62 nm
Stable layer coverage 53.4 %
Free energy at stable size -3560 kT = -276.1 eV
Dissolved atoms left 1736.4; ratio to Ne 1.0637
Curvature at stable size 5.6946e-04 kT/pair^2
Exact-sum mean 4793.6, std dev 41.9 pairs
Std dev from curvature 41.9 pairs
Random walk, closed: start 38, mean 4797.4 pairs
Random walk, open: layer full after 15580 events
Fold: size 273.4 pairs, N_min 2387.5 atoms
N_min by exact counting 2388 atoms
S at N_min 1.463
Equal free energy: N_eq 2614.3 atoms, S 1.601
N_eq by exact counting 2614 atoms
Refill response: formula 1.01131, sums 1.01132
Supply for full layer 10684 atoms; extra 4154
Start fraction for full layer 0.491 %
Two equal islands: 2373.9 pairs each
Exchange-mode curvature -1.848e-05 kT/pair^2
Common-mode curvature 1.104e-03 kT/pair^2
Free energy gained by one island over two 244.7 kT
Free-energy error of dilute formula 6.18 kT
Same error at 100-fold dilution 0.72 kT
Mixing parameter 0.3 eV (rough)
Shrinkage and mixing shift stable size by 7.0 pairs
Half edge energy: critical 2.38, stable 4846.7
Half edge energy: open barrier 3.30 kT
Position entropy shifts stable size by -0.99 pairs
Position entropy for a small nucleus, up to 9.10 kT
Growth rate 1.0 nm/s; arrivals 27200 atoms/s
Liquid diffusivity 1e-05 cm^2/s (rough)
Diffusion time 4.0e-07 s; arrivals in it 0.0109
Filling time giving 5 % arrivals 8.81 ms
Latent heat 1.0 eV/pair (rough)
Heat diffusivity 0.1 cm^2/s (rough); time 4.0e-11 s
Heating without heat loss 8.52 K
Heating estimate with conduction 8.5e-04 K
```
